# Lagrange-Hermite kinetic matrix: Gauss form and its rank-one correction: a program that tests the result

```python
# Lagrange-Hermite mesh: x_1<...<x_N zeros of H_N, w_i Gauss-Hermite weights,
# lam_i = w_i exp(x_i^2), phi_n normalised oscillator functions,
# f_j = polynomial(degree N-1)*exp(-x^2/2) with f_j(x_i) = delta_ij/sqrt(lam_i).
# Result under test, with s_i = (-1)^i:
#   TG_ij = -sqrt(lam_i) f_j''(x_i): diagonal (2N+1-x_i^2)/3,
#           off-diagonal 2(-1)^(i-j)/(x_i-x_j)^2
#   T_ij  = -int f_i f_j'' dx = TG_ij - s_i s_j/2   (rank one, eigenvalue N/2)
#   <f_i|x^2|f_j> = x_i^2 delta_ij + s_i s_j/2
#   Gauss rule on f_i' f_j' gives TG - s s^T, eigenvalues x_i^2.
# Definition side: 60-digit polynomial algebra and moments Gamma(k+1/2).
# Example: electron in V = -V0 sech^2(x/a), mesh points h*x_i.
import numpy as np
import mpmath as mp
from numpy.polynomial.hermite import hermgauss
from scipy import constants as sc
from scipy.optimize import brentq

mp.mp.dps = 60
TOL = mp.mpf(10) ** (-30)

def peval(p, x):
    r = mp.mpf(0)
    for c in reversed(p):
        r = r * x + c
    return r

def times_x(p):
    return [mp.mpf(0)] + list(p)

def dgauss(p):  # polynomial part of d/dx [p exp(-x^2/2)] = p' - x p
    r = [-c for c in times_x(p)]
    for k in range(1, len(p)):
        r[k - 1] += k * p[k]
    return r

def hermite(n):
    a, b = [mp.mpf(1)], [mp.mpf(0), mp.mpf(2)]
    if n == 0:
        return a
    for k in range(1, n):
        c = [2 * t for t in times_x(b)]
        for i, t in enumerate(a):
            c[i] -= 2 * k * t
        a, b = b, c
    return b

def phi_poly(n):
    nrm = mp.sqrt(mp.sqrt(mp.pi) * 2 ** n * mp.factorial(n))
    return [c / nrm for c in hermite(n)]

MOM = [mp.gamma(mp.mpf(k + 1) / 2) if k % 2 == 0 else mp.mpf(0) for k in range(50)]

def gram(P, Q):  # int p q exp(-x^2) dx from moments
    K = max(len(p) for p in P)
    MQ = [[mp.fsum(MOM[k + l] * c for l, c in enumerate(q)) for k in range(K)] for q in Q]
    return [[mp.fsum(c * mq[k] for k, c in enumerate(p)) for mq in MQ] for p in P]

def from_definition(N):
    HN, HM = hermite(N), hermite(N - 1)
    x = [mp.mpf(float(t)) for t in hermgauss(N)[0]]
    for _ in range(6):
        x = [t - peval(HN, t) / (2 * N * peval(HM, t)) for t in x]
    ell = []
    for j in range(N):
        p = [mp.mpf(1)]
        for k in range(N):
            if k != j:
                q = times_x(p)
                for i, c in enumerate(p):
                    q[i] -= x[k] * c
                p = [c / (x[j] - x[k]) for c in q]
        ell.append(p)
    w = gram([[mp.mpf(1)]], ell)[0]
    f = [[c / mp.sqrt(w[j]) for c in ell[j]] for j in range(N)]
    d1 = [dgauss(p) for p in f]
    d2 = [dgauss(p) for p in d1]
    S, T2, T1 = gram(f, f), gram(f, d2), gram(d1, d1)
    xf = [times_x(p) for p in f]
    X2 = gram(xf, xf)
    TG = [[-mp.sqrt(w[i]) * peval(d2[j], x[i]) for j in range(N)] for i in range(N)]
    D = [[mp.sqrt(w[k]) * peval(d1[j], x[k]) for j in range(N)] for k in range(N)]
    top = gram([phi_poly(N - 1)], f)[0]
    err2N = MOM[2 * N] - mp.fsum(w[k] * x[k] ** (2 * N) for k in range(N))
    exact_err = mp.sqrt(mp.pi) * mp.factorial(N) / 2 ** N
    assert abs(err2N / exact_err - 1) < TOL
    assert abs(mp.fsum(t * t for t in x) - mp.mpf(N * (N - 1)) / 2) < TOL
    pN, pM, y = phi_poly(N), phi_poly(N - 1), mp.mpf("0.37")
    for i in range(N):
        sg = (-1) ** (N - 1 - i)
        assert abs(w[i] * peval(pM, x[i]) ** 2 - mp.mpf(1) / N) < TOL
        assert abs(top[i] - sg / mp.sqrt(N)) < TOL
        assert abs(peval(f[i], y) - sg * peval(pN, y) / (mp.sqrt(2) * (y - x[i]))) < TOL
        assert abs(f[i][-1] / (sg * pN[-1] / mp.sqrt(2)) - 1) < TOL
        for j in range(N):
            ss = mp.mpf((-1) ** (i + j))
            dl = 1 if i == j else 0
            g = (2 * N + 1 - x[i] ** 2) / 3 if dl else 2 * ss / (x[i] - x[j]) ** 2
            assert abs(S[i][j] - dl) < TOL
            assert abs(TG[i][j] - g) < TOL
            assert abs(-T2[i][j] - (g - ss / 2)) < TOL
            assert abs(T1[i][j] - (g - ss / 2)) < TOL
            assert abs(X2[i][j] - (dl * x[i] ** 2 + ss / 2)) < TOL
            assert abs(mp.fsum(D[k][i] * D[k][j] for k in range(N)) - (g - ss)) < TOL
    fl = lambda A: np.array([[float(v) for v in r] for r in A])
    return np.array([float(t) for t in x]), fl(TG), -fl(T2), fl(D)

res = {}
for N in (1, 2, 3, 6, 11, 20):
    x, TG, T, D = res[N] = from_definition(N)
    sv = np.linalg.svd(TG - T, compute_uv=False)
    assert abs(sv[0] - N / 2) < 1e-11 and np.all(sv[1:] < 1e-11)
    assert abs(np.trace(T) - N * N / 2) < 1e-10 and abs(np.trace(TG) - N * (N + 1) / 2) < 1e-10
    lev = 2.0 * np.arange(N) + 1
    assert np.allclose(np.linalg.eigvalsh(TG + np.diag(x ** 2)), lev, atol=1e-10)
    moved = np.sort(np.append(lev[:-1], 1.5 * N - 1))
    assert np.allclose(np.linalg.eigvalsh(T + np.diag(x ** 2)), moved, atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(D.T @ D), np.sort(x ** 2), atol=1e-10)

row = lambda v: " ".join(f"{t:10.6f}" for t in v)
x, TG, T, D = res[3]
print("N=3 (dimensionless) zeros:", row(x))
for i in range(3):
    print(f"N=3 row {i+1} TG:", row(TG[i]), "| T:", row(T[i]))
x, TG, T, D = res[11]
print("N=11 zeros x_6..x_11:", row(x[5:]))
print(f"N=11 TG_66 = {TG[5,5]:.6f}, T_66 = {T[5,5]:.6f}, TG_67 = {TG[5,6]:.6f}, T_67 = {T[5,6]:.6f}")
print(f"N=11 Tr TG = {np.trace(TG):.6f}, Tr T = {np.trace(T):.6f}, "
      f"top singular value of TG-T = {np.linalg.svd(TG - T, compute_uv=False)[0]:.6f}")
print("N=11 eig(TG+x^2), top 4:", row(np.linalg.eigvalsh(TG + np.diag(x ** 2))[-4:]))
print("N=11 eig(T+x^2),  top 4:", row(np.linalg.eigvalsh(T + np.diag(x ** 2))[-4:]))

def closed(N):
    x = hermgauss(N)[0]
    s = (-1.0) ** np.arange(1, N + 1)
    d = x[:, None] - x[None, :] + np.eye(N)
    G = 2 * np.outer(s, s) / d ** 2
    np.fill_diagonal(G, (2 * N + 1 - x ** 2) / 3)
    return x, s, G

def phis(N, y):
    P = np.zeros((N, y.size))
    P[0] = np.pi ** -0.25 * np.exp(-y ** 2 / 2)
    P[1] = np.sqrt(2) * y * P[0]
    for n in range(1, N - 1):
        P[n + 1] = np.sqrt(2 / (n + 1)) * y * P[n] - np.sqrt(n / (n + 1)) * P[n - 1]
    return P

C = sc.hbar ** 2 / (2 * sc.m_e) / sc.e * 1e20      # eV A^2
Ha = sc.physical_constants["Hartree energy in eV"][0]
V0, a, h, N = 10.0, 2.0, 1.5, 11
V = lambda r: -V0 / np.cosh(r / a) ** 2
ell = (-1 + np.sqrt(1 + 4 * V0 * a * a / C)) / 2
Eex = -C / a ** 2 * (ell - np.arange(3)) ** 2
eps = C / h ** 2
g = eps / 2
print(f"V0 = {V0:.1f} eV, a = {a:.1f} A, h = {h:.1f} A, N = {N}")
print(f"hbar^2/2m = {C:.6f} eV A^2, ell(ell+1) = {V0*a*a/C:.6f}, ell = {ell:.6f}")
print(f"hbar^2/(2m h^2) = {eps:.6f} eV, g = {g:.6f} eV = {g/Ha:.6f} hartree, gN = {g*N:.6f} eV")
x, s, G = closed(N)
print(f"outermost point = {h*x[-1]:.4f} A, central spacing = {h*(x[6]-x[5]):.4f} A")
EG, vG = np.linalg.eigh(eps * G + np.diag(V(h * x)))
ET, vT = np.linalg.eigh(eps * res[N][2] + np.diag(V(h * x)))   # T from the definition
y = np.linspace(-14, 14, 4001)
dy = y[1] - y[0]
lam = hermgauss(N)[1] * np.exp(x ** 2)
F = (np.sqrt(lam)[:, None] * phis(N, x).T) @ phis(N, y)
assert np.allclose(F @ F.T * dy, np.eye(N), atol=1e-11)
EV = np.linalg.eigvalsh(eps * res[N][2] + (F * V(h * y)) @ F.T * dy)
assert np.all(EV[:3] >= Eex - 1e-10)
assert np.all(ET <= EG + 1e-11) and np.all(ET[1:] >= EG[:-1] - 1e-11)
parity = lambda v: np.einsum("ik,ik->k", v, v[::-1])
assert np.allclose(EG[parity(vG) < 0], ET[parity(vT) < 0], atol=1e-11)
assert np.max(EG[parity(vG) > 0] - ET[parity(vT) > 0]) > 1e-2
proj = (s @ vG) ** 2
first = g * proj[0]
root = brentq(lambda E: 1 - g * np.sum(proj / (EG - E)),
              EG[0] - g * N - 1, EG[0] - 1e-3 * first, xtol=1e-14, rtol=1e-14)
assert abs(root - ET[0]) < 1e-11
assert EG[0] - ET[0] >= first - 1e-12
for n in range(3):
    print(f"n={n} analytic {Eex[n]:.7f} eV | TG mesh {EG[n]:.7f} | T mesh {ET[n]:.7f} | variational {EV[n]:.7f}")
for n in range(3):
    print(f"n={n} errors (eV): TG {EG[n]-Eex[n]:.3e} | T {ET[n]-Eex[n]:.3e} | variational {EV[n]-Eex[n]:.3e}")
print(f"analytic ground level = {Eex[0]/Ha:.7f} hartree")
print("(s.v_k)^2 for k=0,1,2 (dimensionless):", " ".join(f"{t:.3e}" for t in proj[:3]))
print(f"ground shift EG-ET = {EG[0]-ET[0]:.4e} eV, secular {EG[0]-root:.4e} eV, first order {first:.4e} eV")
print(f"n=2 shift EG-ET = {EG[2]-ET[2]:.4e} eV")
for M in (21, 41, 81):
    x, s, G = closed(M)
    eg = np.linalg.eigvalsh(eps * G + np.diag(V(h * x)))[:3] - Eex
    et = np.linalg.eigvalsh(eps * (G - np.outer(s, s) / 2) + np.diag(V(h * x)))[:3] - Eex
    print(f"N={M} errors n=0,1,2 (eV) TG:", " ".join(f"{t:.2e}" for t in eg),
          "| T:", " ".join(f"{t:.2e}" for t in et))
# The weakly bound n=2 level has a long tail, so its convergence is limited by mesh range.
assert np.all(np.abs(eg[:2]) < 1e-6) and np.all(np.abs(et[:2]) < 1e-6)
assert abs(eg[2]) < 1e-3 and abs(et[2]) < 1e-3
print("success")
```

Printed output:

```
N=3 (dimensionless) zeros:  -1.224745   0.000000   1.224745
N=3 row 1 TG:   1.833333  -1.333333   0.333333 | T:   1.333333  -0.833333  -0.166667
N=3 row 2 TG:  -1.333333   2.333333  -1.333333 | T:  -0.833333   1.833333  -0.833333
N=3 row 3 TG:   0.333333  -1.333333   1.833333 | T:  -0.166667  -0.833333   1.333333
N=11 zeros x_6..x_11:   0.000000   0.656810   1.326557   2.025948   2.783290   3.668471
N=11 TG_66 = 7.666667, T_66 = 7.166667, TG_67 = -4.636081, T_67 = -4.136081
N=11 Tr TG = 66.000000, Tr T = 60.500000, top singular value of TG-T = 5.500000
N=11 eig(TG+x^2), top 4:  15.000000  17.000000  19.000000  21.000000
N=11 eig(T+x^2),  top 4:  15.000000  15.500000  17.000000  19.000000
V0 = 10.0 eV, a = 2.0 A, h = 1.5 A, N = 11
hbar^2/2m = 3.809982 eV A^2, ell(ell+1) = 10.498737, ell = 2.778527
hbar^2/(2m h^2) = 1.693325 eV, g = 0.846663 eV = 0.031114 hartree, gN = 9.313290 eV
outermost point = 5.5027 A, central spacing = 0.9852 A
n=0 analytic -7.3534658 eV | TG mesh -7.3544782 | T mesh -7.3546261 | variational -7.3534119
n=1 analytic -3.0128929 eV | TG mesh -3.0093972 | T mesh -3.0093972 | variational -3.0124532
n=2 analytic -0.5773111 eV | TG mesh -0.5101229 | T mesh -0.5351193 | variational -0.5257419
n=0 errors (eV): TG -1.012e-03 | T -1.160e-03 | variational 5.388e-05
n=1 errors (eV): TG 3.496e-03 | T 3.496e-03 | variational 4.397e-04
n=2 errors (eV): TG 6.719e-02 | T 4.219e-02 | variational 5.157e-02
analytic ground level = -0.2702349 hartree
(s.v_k)^2 for k=0,1,2 (dimensionless): 1.183e-04 4.333e-34 1.595e-02
ground shift EG-ET = 1.4793e-04 eV, secular 1.4793e-04 eV, first order 1.0020e-04 eV
n=2 shift EG-ET = 2.4996e-02 eV
N=21 errors n=0,1,2 (eV) TG: -4.50e-06 1.98e-05 8.13e-03 | T: -4.93e-06 1.98e-05 6.85e-03
N=41 errors n=0,1,2 (eV) TG: -8.56e-10 9.36e-09 4.05e-04 | T: -9.02e-10 9.36e-09 3.56e-04
N=81 errors n=0,1,2 (eV) TG: -3.38e-14 4.05e-13 5.65e-06 | T: -7.11e-15 3.97e-13 5.16e-06
success
```
